# Two Doublets and a Quartet from Three Singly Occupied Orbitals: a program that tests the result

```python
"""
Three electrons, one in each of three orthonormal orbitals a, b, c, Ms = 1/2.
Result under test, with K_pq = <pq|qp> and E_C = sum of h_pp and J_pq:
  quartet          E_Q = E_C - (Kab + Kac + Kbc)
  doublet block    H_ss = E_C + Kab - (Kac + Kbc)/2
                   H_tt = E_C - Kab + (Kac + Kbc)/2
                   H_st = sqrt(3)/2 (Kac - Kbc)
  doublet levels   E_C +- R,
                   R^2 = Kab^2 + Kac^2 + Kbc^2 - Kab Kac - Kab Kbc - Kac Kbc
Ds has a,b coupled to a singlet, Dt has a,b coupled to a triplet.
The independent road applies the first-quantized Hamiltonian to explicit
antisymmetrized three-electron tensors; no Slater-Condon rule is used there.
Spin-orbital index = 2*orbital + spin, with spin 0 = up and 1 = down.
"""
from itertools import combinations, permutations
import numpy as np
from scipy.special import erf


def determinant(spin_orbitals):
    """Normalized antisymmetrized product as a 6x6x6 tensor."""
    tensor = np.zeros((6, 6, 6), dtype=complex)
    for perm in permutations(range(3)):
        sign = round(np.linalg.det(np.eye(3)[list(perm)]))
        tensor[tuple(spin_orbitals[i] for i in perm)] += sign / np.sqrt(6)
    return tensor


def one_body(op, psi):
    """Sum over the electrons of a one-electron operator."""
    return (np.einsum('ix,xjk->ijk', op, psi)
            + np.einsum('jx,ixk->ijk', op, psi)
            + np.einsum('kx,ijx->ijk', op, psi))


def apply_hamiltonian(h, v, psi):
    """h[p,r] and v[p,q,r,s] = <pq|rs> are given over spatial orbitals."""
    one = np.eye(2)
    h_so = np.kron(h, one)
    v_so = np.einsum('pqrw,su,tx->psqtruwx', v, one, one).reshape(6, 6, 6, 6)
    return (one_body(h_so, psi)
            + np.einsum('ijxy,xyk->ijk', v_so, psi)
            + np.einsum('ikxy,xjy->ijk', v_so, psi)
            + np.einsum('jkxy,ixy->ijk', v_so, psi))


def spin_squared(psi):
    paulis = [np.array([[0, 1], [1, 0]]), np.array([[0, -1j], [1j, 0]]),
              np.array([[1, 0], [0, -1]])]
    total = np.zeros_like(psi)
    for pauli in paulis:
        op = np.kron(np.eye(3), pauli / 2)
        total += one_body(op, one_body(op, psi))
    return total


def matrix(states, action):
    images = [action(s) for s in states]
    return np.array([[np.vdot(s, im) for im in images] for s in states])


def doublet_formula(kab, kac, kbc):
    """Derived doublet block relative to E_C, in the order Ds, Dt."""
    delta = kab - (kac + kbc) / 2
    coupling = np.sqrt(3) / 2 * (kac - kbc)
    return np.array([[delta, coupling], [coupling, -delta]])


def radius_formula(kab, kac, kbc):
    return np.sqrt(kab**2 + kac**2 + kbc**2
                   - kab * kac - kab * kbc - kac * kbc)


# Open-shell determinants: the down spin sits in a, b or c respectively.
open_labels = [(1, 2, 4), (0, 3, 4), (0, 2, 5)]
dets = [determinant(label) for label in open_labels]
coefficients = np.array([[1, 1, 1] / np.sqrt(3),
                         [-1, 1, 0] / np.sqrt(2),
                         [-1, -1, 2] / np.sqrt(6)])   # rows Q, Ds, Dt
adapted = [sum(c * d for c, d in zip(row, dets)) for row in coefficients]

# Spin properties
for state, value in zip(adapted, [15 / 4, 3 / 4, 3 / 4]):
    assert np.allclose(spin_squared(state), value * state, atol=1e-12)
overlap = matrix(adapted, lambda s: s)
assert np.allclose(overlap, np.eye(3), atol=1e-12)
det_spin = [np.vdot(d, spin_squared(d)).real for d in dets]
assert np.allclose(det_spin, 7 / 4, atol=1e-12)

# True Coulomb integrals over three s Gaussians (atomic units)
exponents = np.array([0.5, 0.7, 0.9])
centres = np.array([[0.0, 0.0, 0.0], [1.5, 0.0, 0.0], [0.4, 1.8, 0.0]])


def pair(i, j):
    """Total exponent, centre and prefactor of a product of two Gaussians."""
    p = exponents[i] + exponents[j]
    centre = (exponents[i] * centres[i] + exponents[j] * centres[j]) / p
    dist2 = np.sum((centres[i] - centres[j])**2)
    return p, centre, np.exp(-exponents[i] * exponents[j] / p * dist2)


def boys_zero(t):
    if t < 1e-10:
        return 1 - t / 3
    return 0.5 * np.sqrt(np.pi / t) * erf(np.sqrt(t))


gauss_overlap = np.zeros((3, 3))
gauss_eri = np.zeros((3, 3, 3, 3))
for i, j in np.ndindex(3, 3):
    p, centre_p, factor_p = pair(i, j)
    gauss_overlap[i, j] = (np.pi / p)**1.5 * factor_p
    for k, l in np.ndindex(3, 3):
        q, centre_q, factor_q = pair(k, l)
        t = p * q / (p + q) * np.sum((centre_p - centre_q)**2)
        gauss_eri[i, j, k, l] = (2 * np.pi**2.5 / (p * q * np.sqrt(p + q))
                                 * factor_p * factor_q * boys_zero(t))

# Orthonormal complex orbitals: symmetric orthogonalization, then a rotation
vals, vecs = np.linalg.eigh(gauss_overlap)
rng = np.random.default_rng(7)
raw = rng.normal(size=(3, 3)) + 1j * rng.normal(size=(3, 3))
unitary, _ = np.linalg.qr(raw)
orbitals = vecs @ np.diag(vals**-0.5) @ vecs.T @ unitary
assert np.allclose(orbitals.conj().T @ gauss_overlap @ orbitals, np.eye(3))
v_gauss = np.einsum('mp,nr,lq,os,mnlo->pqrs', orbitals.conj(), orbitals,
                    orbitals.conj(), orbitals, gauss_eri, optimize=True)
h_gauss = np.array([[-2.0, 0.3, 0.2j], [0.3, 0.0, 0.1], [-0.2j, 0.1, 2.0]])


def hamiltonian_gauss(psi):
    return apply_hamiltonian(h_gauss, v_gauss, psi)


pairs = [(0, 1), (0, 2), (1, 2)]
k_gauss = np.array([v_gauss[p, q, q, p].real for p, q in pairs])
j_gauss = np.array([v_gauss[p, q, p, q].real for p, q in pairs])
assert np.all(k_gauss > 0)
e_common = np.trace(h_gauss).real + j_gauss.sum()
kab, kac, kbc = k_gauss
det_formula = e_common * np.eye(3) - np.array(
    [[kbc, kab, kac], [kab, kac, kbc], [kac, kbc, kab]])
det_direct = matrix(dets, hamiltonian_gauss)
assert np.allclose(det_direct, det_formula, atol=1e-10)
adapted_direct = matrix(adapted, hamiltonian_gauss)
adapted_formula = np.zeros((3, 3))
adapted_formula[0, 0] = e_common - k_gauss.sum()
adapted_formula[1:, 1:] = (e_common * np.eye(2)
                           + doublet_formula(*k_gauss))
assert np.allclose(adapted_direct, adapted_formula, atol=1e-10)
r_gauss = radius_formula(*k_gauss)
levels_gauss = np.linalg.eigvalsh(det_direct)
assert np.allclose(levels_gauss, [e_common - k_gauss.sum(),
                                  e_common - r_gauss, e_common + r_gauss],
                   atol=1e-10)

# Full Ms = 1/2 space, including doubly occupied orbitals
all_labels = [s for s in combinations(range(6), 3)
              if sum(i % 2 for i in s) == 1]
all_dets = [determinant(s) for s in all_labels]
outside = [determinant(s) for s in all_labels if s not in open_labels]
assert len(all_dets) == 9 and len(outside) == 6
spin_values = np.linalg.eigvalsh(matrix(all_dets, spin_squared))
n_quartet = int(np.sum(np.isclose(spin_values, 15 / 4)))
n_doublet = int(np.sum(np.isclose(spin_values, 3 / 4)))
assert (n_quartet, n_doublet) == (1, 8)
leak = [np.linalg.norm([np.vdot(o, hamiltonian_gauss(s)) for o in outside])
        for s in adapted]
assert leak[0] < 1e-10 and min(leak[1:]) > 1e-3
full_levels = np.linalg.eigvalsh(matrix(all_dets, hamiltonian_gauss))
quartet_gauss = adapted_direct[0, 0].real
assert np.min(abs(full_levels - quartet_gauss)) < 1e-10
assert full_levels[0] < quartet_gauss - 0.1


# Model with given exchange integrals and E_C = 0
def model_action(k_values):
    v = np.zeros((3, 3, 3, 3))
    for (p, q), k in zip(pairs, k_values):
        for r, s in [(p, q), (q, p)]:
            v[r, s, s, r] = k
            v[r, r, s, s] = k
    return lambda psi: apply_hamiltonian(np.zeros((3, 3)), v, psi)


equal_k = 0.6
equal_levels = np.linalg.eigvalsh(matrix(dets, model_action([equal_k] * 3)))
assert np.allclose(equal_levels, [-3 * equal_k, 0, 0], atol=1e-12)

k_example = np.array([1.0, 0.5, 0.2])
action = model_action(k_example)
h_det = matrix(dets, action).real
h_adapted = matrix(adapted, action).real
levels, vectors = np.linalg.eigh(h_adapted)
radius = radius_formula(*k_example)
assert np.allclose(h_adapted[1:, 1:], doublet_formula(*k_example))
assert np.allclose(h_adapted[0, 1:], 0, atol=1e-12)
assert np.allclose(levels, [-k_example.sum(), -radius, radius])
delta = k_example[0] - (k_example[1] + k_example[2]) / 2
weight_s, weight_t = vectors[1, 1]**2, vectors[2, 1]**2
assert np.isclose(weight_s, (1 - delta / radius) / 2)
quartet_weight = abs(np.vdot(adapted[0], dets[2]))**2
triplet_weight = abs(np.vdot(adapted[2], dets[2]))**2
assert np.isclose(h_det[2, 2], quartet_weight * h_adapted[0, 0]
                  + triplet_weight * h_adapted[2, 2])
assert h_det[2, 2] < levels[1]

print("WORKED EXAMPLE, energies relative to E_C")
for name, value in zip(["K_ab", "K_ac", "K_bc"], k_example):
    print(f"{name} = {value:.4f} eV")
print("Matrix over D1, D2, D3 (eV):")
for row in h_det:
    print("  " + "  ".join(f"{x:8.4f}" for x in row))
print(f"H_QQ = {h_adapted[0, 0]:.4f} eV")
print(f"H_ss = {h_adapted[1, 1]:.4f} eV")
print(f"H_tt = {h_adapted[2, 2]:.4f} eV")
print(f"H_st = {h_adapted[1, 2]:.4f} eV")
print(f"R = {radius:.4f} eV")
print(f"Quartet level = {levels[0]:.4f} eV")
print(f"Lower doublet level = {levels[1]:.4f} eV")
print(f"Upper doublet level = {levels[2]:.4f} eV")
print(f"Gap quartet to lower doublet = {levels[1] - levels[0]:.4f} eV")
print(f"Gap quartet to upper doublet = {levels[2] - levels[0]:.4f} eV")
print(f"Weight of Ds in lower doublet = {weight_s:.4f} (no unit)")
print(f"Weight of Dt in lower doublet = {weight_t:.4f} (no unit)")
print(f"Energy of determinant D3 = {h_det[2, 2]:.4f} eV")
print(f"Quartet weight in D3 = {quartet_weight:.4f} (no unit)")
print(f"Dt weight in D3 = {triplet_weight:.4f} (no unit)")
print(f"<S^2> of D1, D2, D3 = {det_spin[0]:.4f}, {det_spin[1]:.4f}, "
      f"{det_spin[2]:.4f} (hbar^2)")
print("EQUAL EXCHANGE INTEGRALS")
print(f"Common K = {equal_k:.4f} eV")
print("Levels = " + ", ".join(f"{x + 0.0:.4f}" for x in
                              np.round(equal_levels, 10)) + " eV")
print("COULOMB TEST WITH COMPLEX GAUSSIAN ORBITALS")
print("K_ab, K_ac, K_bc = "
      + ", ".join(f"{x:.5f}" for x in k_gauss) + " hartree")
print(f"Largest error of determinant matrix = "
      f"{np.max(abs(det_direct - det_formula)):.1e} hartree")
print(f"Determinants in full Ms=1/2 space = {len(all_dets)} (count)")
print(f"Quartets, doublets there = {n_quartet}, {n_doublet} (count)")
print(f"Coupling norm of Q to other six = {leak[0]:.1e} hartree")
print(f"Coupling norm of Ds to other six = {leak[1]:.4f} hartree")
print(f"Coupling norm of Dt to other six = {leak[2]:.4f} hartree")
print(f"Quartet energy = {quartet_gauss:.4f} hartree")
print(f"Lower doublet of open-shell block = {levels_gauss[1]:.4f} hartree")
print(f"Lowest doublet of full space = {full_levels[0]:.4f} hartree")
print("success")
```

It prints:

```
WORKED EXAMPLE, energies relative to E_C
K_ab = 1.0000 eV
K_ac = 0.5000 eV
K_bc = 0.2000 eV
Matrix over D1, D2, D3 (eV):
   -0.2000   -1.0000   -0.5000
   -1.0000   -0.5000   -0.2000
   -0.5000   -0.2000   -1.0000
H_QQ = -1.7000 eV
H_ss = 0.6500 eV
H_tt = -0.6500 eV
H_st = 0.2598 eV
R = 0.7000 eV
Quartet level = -1.7000 eV
Lower doublet level = -0.7000 eV
Upper doublet level = 0.7000 eV
Gap quartet to lower doublet = 1.0000 eV
Gap quartet to upper doublet = 2.4000 eV
Weight of Ds in lower doublet = 0.0357 (no unit)
Weight of Dt in lower doublet = 0.9643 (no unit)
Energy of determinant D3 = -1.0000 eV
Quartet weight in D3 = 0.3333 (no unit)
Dt weight in D3 = 0.6667 (no unit)
<S^2> of D1, D2, D3 = 1.7500, 1.7500, 1.7500 (hbar^2)
EQUAL EXCHANGE INTEGRALS
Common K = 0.6000 eV
Levels = -1.8000, 0.0000, 0.0000 eV
COULOMB TEST WITH COMPLEX GAUSSIAN ORBITALS
K_ab, K_ac, K_bc = 0.18817, 0.13021, 0.09460 hartree
Largest error of determinant matrix = 6.7e-16 hartree
Determinants in full Ms=1/2 space = 9 (count)
Quartets, doublets there = 1, 8 (count)
Coupling norm of Q to other six = 0.0e+00 hartree
Coupling norm of Ds to other six = 0.6591 hartree
Coupling norm of Dt to other six = 0.4326 hartree
Quartet energy = 1.4171 hartree
Lower doublet of open-shell block = 1.7483 hartree
Lowest doublet of full space = -2.3480 hartree
success
```
